\section*{Emissivity of a Semitransparent Wafer from Incoherent Internal Reflections}

\section{What symmetry fixes}

A pyrometer looks at a hot wafer that is partly transparent at the detection wavelength. The wafer is a plane-parallel slab of thickness $d$ and uniform temperature $T$, with smooth, identical faces and the same transparent surroundings of index 1 on both sides. Its emissivity $\varepsilon$ is the radiance it emits in one direction, wavelength and polarization, divided by the blackbody radiance $B(T)$ for the same direction, wavelength and polarization.

Since $\varepsilon$ is dimensionless, it can depend on the refractive index $n$, the viewing angle $\theta$, and the ratios of lengths $\alpha d$, $d/\lambda$ and $\alpha\lambda$. Here $\alpha$ is the absorption coefficient and $\lambda$ the vacuum wavelength. Averaging over interference fringes removes $d/\lambda$. The extinction index $k=\alpha\lambda/(4\pi)$ is taken to be much smaller than $n$, which removes $\alpha\lambda$. What remains enters through the power reflectivity $R$ of one face and the transmission of one internal pass,
\begin{equation}
t=e^{-x},\qquad x=\frac{\alpha d}{\cos\theta_i},\qquad n\sin\theta_i=\sin\theta .
\label{eq:t}
\end{equation}

Reflection in the midplane leaves the slab unchanged, so its own radiation arrives at both faces with the same radiance. Call this radiance $u$, in units of the blackbody radiance inside the material. The light arriving at one face was either emitted during the last pass, contributing $s(t)$, or had arrived at the other face, was reflected there and survived the pass. Hence
\begin{equation}
u=s(t)+Rt\,u
\quad\Longrightarrow\quad
u=\frac{s(t)}{1-Rt},\qquad
\varepsilon=(1-R)\,\frac{s(t)}{1-Rt}.
\label{eq:form}
\end{equation}
The factor $1-R$ is the fraction that escapes on arrival. Mirror symmetry is the reason why the denominator contains the single-pass product $Rt$ and not the round-trip product $R^2t^2$. The function $s(t)$ and the use of internal blackbody units remain to be justified.

\section{First derivation: following the emitted light}

\subsection{Radiance at a face}

Differentiating Snell's law gives $n\cos\theta_i\,d\theta_i=\cos\theta\,d\theta$. Multiplying this by Snell's law itself, and by the common azimuthal interval, gives
\begin{equation}
n^2\cos\theta_i\,d\Omega_i=\cos\theta\,d\Omega .
\label{eq:etendue}
\end{equation}
Internal radiance $L_i$ carries the power $L_i\cos\theta_i\,d\Omega_i$ to unit area of the face, and a fraction $1-R$ passes. The outside radiance $L$ therefore obeys
\begin{equation}
L\cos\theta\,d\Omega=(1-R)L_i\cos\theta_i\,d\Omega_i
\quad\Longrightarrow\quad
L=\frac{1-R}{n^2}L_i .
\label{eq:exit}
\end{equation}
For $k\ll n$ the Fresnel amplitude changes sign when the light comes from the other side, so $R$ is the same from both sides at angles joined by Snell's law.

In equilibrium the power crossing the face outward equals the power crossing inward. With $B$ outside, $(1-R)L_i/n^2=(1-R)B$, so the internal blackbody radiance is $n^2B$. The $n^2$ gained inside is lost again on leaving.

\subsection{Emission during one pass}

Along a ray, the radiance obeys $dL_i/d\ell=j-\alpha L_i$, where $j$ is the emission coefficient. The uniform equilibrium radiance $n^2B$ must satisfy this equation with $dL_i/d\ell=0$, so $j=\alpha n^2B$. Local thermal equilibrium means that the material emits at this rate even when the radiation around it is not in equilibrium. Let $\ell$ now be the distance back from a face along the ray. The light emitted during one pass arrives with radiance
\begin{equation}
\int_0^{d/\cos\theta_i}\alpha n^2B\,e^{-\alpha\ell}\,d\ell
=n^2B\left(1-e^{-\alpha d/\cos\theta_i}\right)
=n^2B(1-t).
\label{eq:pass}
\end{equation}
This identifies $s(t)=1-t$ in equation~\eqref{eq:form}.

\subsection{The sum over reflections}

Light that leaves the front face after $m$ internal reflections has made $m$ full passes after the pass in which it was emitted. Each reflection and pass multiplies it by $Rt$. For even $m$ it set out toward the front, and for odd $m$ toward the back. Both directions supply the same initial radiance, equation~\eqref{eq:pass}. The contribution to the emissivity is
\begin{equation}
\varepsilon_m=(1-R)(1-t)(Rt)^m .
\label{eq:term}
\end{equation}
Adding powers rather than field amplitudes is the incoherent assumption. Since $0\le Rt<1$, the geometric series converges:
\begin{equation}
\boxed{\;
\varepsilon=(1-R)(1-t)\sum_{m=0}^{\infty}(Rt)^m
=\frac{(1-R)(1-t)}{1-Rt}.\;}
\label{eq:main}
\end{equation}

The same bookkeeping treats unequal faces. Let the front and back reflectivities be $R_1$ and $R_2$. A round trip multiplies the light by $R_1R_2t^2$, and light that sets out toward the back has an extra factor $R_2t$ when it first reaches the front. Therefore
\begin{equation}
\varepsilon_1=\frac{(1-R_1)(1-t)(1+R_2t)}{1-R_1R_2t^2}.
\label{eq:unequal}
\end{equation}
For $R_1=R_2=R$, the denominator is $(1-Rt)(1+Rt)$; the factor $1+Rt$ cancels and equation~\eqref{eq:main} returns.

\section{Second derivation: energy balance}

Place the slab in a blackbody enclosure at its own temperature. The radiance leaving a face in any direction must be $B$. It consists of reflected enclosure light, transmitted enclosure light and emission:
\begin{equation}
B=R_sB+T_sB+\varepsilon B
\quad\Longrightarrow\quad
\varepsilon=1-R_s-T_s .
\label{eq:kirchhoff}
\end{equation}
Here $R_s$ and $T_s$ are the reflectance and transmittance of the whole slab. In local thermal equilibrium, the emission is unchanged when the enclosure is removed.

Transmitted light enters, crosses once and leaves, with any number of round trips between:
\begin{equation}
T_s=(1-R)^2t\sum_{j=0}^{\infty}(R^2t^2)^j
=\frac{(1-R)^2t}{1-R^2t^2}.
\label{eq:Ts}
\end{equation}
Reflected light either turns back at the first face, or enters, crosses, reflects at the back, crosses again and leaves, again with possible further round trips:
\begin{equation}
R_s=R+\frac{R(1-R)^2t^2}{1-R^2t^2}.
\label{eq:Rs}
\end{equation}
Adding these and factoring the denominator gives
\begin{align}
R_s+T_s
&=R+\frac{(1-R)^2t(1+Rt)}{(1-Rt)(1+Rt)}
=R+\frac{(1-R)^2t}{1-Rt},\\
1-R_s-T_s
&=(1-R)\left[1-\frac{(1-R)t}{1-Rt}\right]
=(1-R)\frac{1-Rt-t+Rt}{1-Rt}.
\end{align}
The two terms $Rt$ in the last numerator cancel, leaving equation~\eqref{eq:main}.

\section{When powers may be added}

Energy balance also holds for interfering waves, so it can test the incoherent assumption. Let $r$ be the real external reflection amplitude of a face, with $r^2=R$. The internal amplitude is $-r$, and the product of the entering and leaving transmission amplitudes is $1-R$. One round trip without its reflections multiplies the field by
\begin{equation}
z=te^{i\phi},\qquad \phi=\frac{4\pi nd\cos\theta_i}{\lambda}.
\end{equation}
The modulus is $t$ because the field loses a factor $\sqrt t$ per pass. Summing amplitudes gives
\begin{align}
r_s&=r-\frac{r(1-R)z}{1-Rz}=\frac{r(1-z)}{1-Rz},\\
|t_s|^2&=\frac{(1-R)^2t}{|1-Rz|^2}.
\end{align}
In $1-|r_s|^2-|t_s|^2$ the terms in $\cos\phi$ cancel from the numerator, which becomes
\begin{align}
&1+R^2t^2-R-Rt^2-(1-R)^2t\nonumber\\
&\qquad=(1-R)\left[1-Rt^2-(1-R)t\right]
=(1-R)(1-t)(1+Rt).
\end{align}
With $q=Rt$, the emissivity at one sharp wavelength is therefore
\begin{equation}
\varepsilon(\phi)=\frac{(1-R)(1-t)(1+q)}{1+q^2-2q\cos\phi}.
\label{eq:coherent}
\end{equation}
Real amplitudes neglect terms of order $k/n$, which must be small beside $\alpha d$. Their ratio is $\lambda/(4\pi nd)$, so equation~\eqref{eq:coherent} also requires $nd\gg\lambda$. It fails for a thin film: for $nd\ll\lambda$ at normal incidence it gives $\alpha d\,(n^2+1)/(2n)$, whereas the true value is $n\alpha d$. To average it, take the real part of a geometric series:
\begin{equation}
1+2\sum_{m=1}^{\infty}q^m\cos m\phi
=\mathrm{Re}\,\frac{1+qe^{i\phi}}{1-qe^{i\phi}}
=\frac{1-q^2}{1+q^2-2q\cos\phi}.
\end{equation}
Since $(1+q)/(1-q^2)=1/(1-q)$, equation~\eqref{eq:coherent} becomes
\begin{equation}
\varepsilon(\phi)=\varepsilon\left[1+2\sum_{m=1}^{\infty}q^m\cos m\phi\right].
\label{eq:fourier}
\end{equation}
Every cosine averages to zero over a whole fringe, and the incoherent result remains.

A detector with a rectangular band covering $N$ fringes averages over a phase interval $2\pi N$. The mean of $\cos m\phi$ over that interval has magnitude at most $1/(\pi mN)$. Using $\sum_{m\ge1} q^m/m=-\ln(1-q)$, the error is bounded by
\begin{equation}
|\Delta\varepsilon|\le-\frac{2\varepsilon\ln(1-Rt)}{\pi N},
\qquad N\simeq\frac{2nd\cos\theta_i\,\Delta\lambda}{\lambda^2},
\label{eq:band}
\end{equation}
for a narrow band $\Delta\lambda$ over which $R$ and $t$ are constant.

\section{Limits and sensitivity}

An opaque wafer has $t\to0$ and $\varepsilon\to1-R$. Without surface reflection, $\varepsilon=1-t$. For weak absorption, $x\ll1-R$, use $1-t=x-x^2/2+\cdots$ and $1-Rt=(1-R)[1+Rx/(1-R)+\cdots]$:
\begin{align}
\varepsilon
&=\left(x-\frac{x^2}{2}\right)\left(1-\frac{Rx}{1-R}\right)+O(x^3)\nonumber\\
&=x-\frac{1+R}{2(1-R)}x^2+O(x^3).
\label{eq:thin}
\end{align}
The leading term does not contain $R$. Each arrival at a face releases a fraction $1-R$ of the light, but weakly absorbed light arrives $1/(1-R)$ times on average, and the factors cancel.

Differentiating equation~\eqref{eq:main} with respect to $t$ gives
\begin{equation}
\frac{\partial\varepsilon}{\partial t}
=(1-R)\frac{-(1-Rt)+R(1-t)}{(1-Rt)^2}
=-\frac{(1-R)^2}{(1-Rt)^2}.
\end{equation}
Because $dt/d\ln\alpha=-xt$, the sensitivity to absorption at fixed $R$ is
\begin{equation}
\frac{\partial\varepsilon}{\partial\ln\alpha}=\frac{(1-R)^2xt}{(1-Rt)^2}.
\label{eq:sens}
\end{equation}

\section{A silicon wafer under a pyrometer}

Take rough typical values for silicon in rapid thermal processing: $d=775\,\mu$m, $n=3.5$, $\alpha=10$ cm$^{-1}$, $\lambda=2.5\,\mu$m and $T=850$ K, viewed at normal incidence. Then
\begin{align}
R&=\left(\frac{3.5-1}{3.5+1}\right)^2=0.3086,\\
x&=(10\ \mathrm{cm}^{-1})(0.0775\ \mathrm{cm})=0.775,\qquad t=e^{-0.775}=0.4607,\\
\varepsilon&=\frac{0.6914\times0.5393}{1-0.1422}=0.435 .
\end{align}
The first three terms of the series are 0.37285, 0.05302 and 0.00754, adding to 0.4334. Direct escape supplies about 86\% of the emission. The slab reflects 0.341 and transmits 0.225 of incident light; with the emissivity, these add to one within rounding. Equation~\eqref{eq:sens} gives 0.23, so a 10\% increase in $\alpha$ raises $\varepsilon$ by about 0.02.

Suppose the pyrometer assumes the opaque value $\varepsilon_a=1-R=0.691$. Planck's law gives $B\propto[\exp(c_2/\lambda T)-1]^{-1}$ at fixed wavelength, with $c_2=hc/k_B=14388\,\mu$m K. Equating $\varepsilon_aB(T_{\rm read})$ to $\varepsilon B(T)$ and solving gives
\begin{equation}
T_{\rm read}=\frac{c_2/\lambda}
{\ln\!\left[1+\dfrac{\varepsilon_a}{\varepsilon}
\left(e^{c_2/\lambda T}-1\right)\right]}=795.5\ \mathrm{K}.
\label{eq:read}
\end{equation}
The reading is 54.5 K below the wafer temperature. Varying $\alpha$ with all other inputs, including $T=850$ K, held fixed gives:
\begin{center}
\begin{tabular}{cccc}
$\alpha$ (cm$^{-1}$) & $t$ & $\varepsilon$ & $T_{\rm read}$ (K)\\ \hline
1 & 0.925 & 0.072 & 637\\
5 & 0.679 & 0.281 & 750\\
10 & 0.461 & 0.435 & 796\\
20 & 0.212 & 0.583 & 829\\
100 & 0.0004 & 0.691 & 850
\end{tabular}
\end{center}
The first row is near the thin limit: equation~\eqref{eq:thin} with $x=0.0775$ gives 0.0718, against 0.0722 from the full formula. That row and the next illustrate the formula, not real silicon at 850 K, where thermally generated carriers alone are estimated to give an $\alpha$ of roughly 7 to 20 cm$^{-1}$ at this wavelength.

\subsection{Interference, angle and surroundings}

At one sharp wavelength, equation~\eqref{eq:coherent} ranges from 0.326 to 0.579 as the phase changes. The fringe spacing $\lambda^2/(2nd)$ is 1.15 nm, so a 10 nm band holds 8.68 fringes. Equation~\eqref{eq:band} then bounds the error by 0.0049, about 1.1\% of $\varepsilon$. The extinction index is $k=2.0\times10^{-4}$, far below $n$.

At oblique incidence, the Fresnel reflectivities and the longer path in equation~\eqref{eq:t} give emissivities of 0.328 and 0.525 at $60^\circ$ for electric fields perpendicular and parallel to the plane of incidence. Their mean, 0.426, is close to the normal value, although the separate values are not.

A transparent medium of index 1.5 behind the wafer lowers the back reflectivity to $(2/5)^2=0.16$. Equation~\eqref{eq:unequal} gives $\varepsilon_1=0.405$: less of the light emitted backward is returned to the front.

Background light must be added to the emission. A lamp behind the wafer, modeled as a 2500 K blackbody filling a fraction $f=0.01$ of the detector's view, adds
\begin{equation}
\frac{fT_sB(2500\ \mathrm{K})}{\varepsilon B(850\ \mathrm{K})}=0.50
\end{equation}
of the wafer's own signal. Even with the correct $\varepsilon$, the pyrometer would read 904 K.

\subsection{Rough faces}

Roughness can redirect light into long internal paths. For an estimate, let every encounter with a face randomize the direction, so that both the next pass and the chance of escape are averaged with weight $2\mu$, where $\mu=\cos\theta_i$. The mean transmission of one pass is
\begin{equation}
t_d=\int_0^1 2\mu e^{-\alpha d/\mu}\,d\mu=0.299 .
\end{equation}
By equation~\eqref{eq:etendue}, the escape probability per encounter is $1-R_i=(1-R_e)/n^2$. Here $R_e=0.324$ is the Fresnel reflectivity integrated numerically over diffuse light from outside, so $R_i=0.945$. A fraction $1-R$ of normally incident light enters, and each pass absorbs $1-t_d$ of what is left. By energy balance and reciprocity, the normal emissivity is
\begin{equation}
\varepsilon_{\rm rough}=\frac{(1-R)(1-t_d)}{1-R_it_d}\approx0.68 .
\end{equation}
This is about 55\% above the smooth-wafer value at the same $\alpha$. The estimate keeps the smooth-face $R$ for entry and represents complete randomization, not a particular surface finish.

\subsection{The model beside a real wafer}

The thickness is that of a standard 300 mm wafer, and the index is typical of silicon in the near infrared. The photon energy, 0.496 eV, lies below the band gap, so absorption is mainly by free carriers and depends strongly on temperature. Doping has little effect while it stays well below the density of thermally generated carriers, which is a few times $10^{17}$ cm$^{-3}$ at 850 K; a comparable doping can already change $\alpha$ by tens of percent, and heavy doping dominates it. The chosen $\alpha$ is thus the least certain input; doubling it changes $\varepsilon$ to 0.583. Near $1\,\mu$m hot silicon absorbs much more strongly, so 2.5~$\mu$m is a deliberately semitransparent case. Real wafers may also have rough backs and surface films. Complete roughening moves the emissivity here from 0.435 to about 0.68, while transparent films require their own face reflectivities. Absorbing films also emit, and equation~\eqref{eq:unequal} does not cover them.

Heating from one side breaks the isothermal assumption. If 10 W/cm$^2$ is conducted from back to front with a rough conductivity of 40 W/(m K), the temperature drop is $10^5\times775\times10^{-6}/40=1.9$ K. Putting the local $B(T)$ inside equation~\eqref{eq:pass} and summing the reflections numerically gives, for a pyrometer set to $\varepsilon=0.435$, a reading 0.9 K above the front-face temperature. A face at 850 K can radiate at most 3.0 W/cm$^2$, so this steady flux requires additional cooling at the front. Without it the wafer heats up, and while it does so, less heat reaches the front and the temperature drop is smaller.

\section{What each derivation assumes}

Both derivations of equation~\eqref{eq:main} assume local thermal equilibrium, smooth parallel faces, $k\ll n$ and addition of powers. They differ in what must be known inside the wafer.

The direct sum needs the emission coefficient and the refraction of radiance. In return, it shows where the light originates and extends to a temperature that varies with depth. Energy balance needs no description of internal emission, but it needs one temperature for the whole slab and a full account of reflected and transmitted light. It applies equally to interfering waves, and so shows what the incoherent sum represents: the fringe average of the emissivity, which can differ greatly from its value at a single wavelength.

Numerical values quoted here were computed with a short program.
